# Converting a semilocal silicon core potential into s, p and d channels, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Hartree atomic units are used (energies in hartree, Ha, lengths in bohr), and the potential is scalar, with no spin–orbit part. A semilocal effective core potential removes \(N_{\rm core}\) electrons from an atom of nuclear charge \(Z\). Its table holds a local block \(U_{\rm loc}(r)\) and difference blocks \(\Delta V_l(r)\) for \(l<L\). A row \((n,a,c)\) stands for the term \(c\,r^{\,n-2}e^{-ar^2}\), and a block is the sum of its rows. A valence electron feels

\[ \hat V=-\frac{Z_{\rm eff}}{r}+U_{\rm loc}(r)+\sum_{l<L}\Delta V_l(r)\,\hat\Pi_l ,\qquad Z_{\rm eff}=Z-N_{\rm core}, \]

where \(\hat\Pi_l=\sum_{m=-l}^{l}|lm\rangle\langle lm|\) projects the angular dependence onto the spherical harmonics \(Y_{lm}\) at fixed \(r\). The Coulomb term is not a row of the table. For silicon (\(Z=14\)) with the neon-core ccECP (\(N_{\rm core}=10\)), as distributed with PySCF, the rows are as follows, with \(a\) in bohr\(^{-2}\) and \(c\) in Ha bohr\(^{2-n}\).

| block | \(n\) | \(a\) | \(c\) |
|---|---|---|---|
| local | 1 | 5.168316 | 4.000000 |
| local | 2 | 3.933474 | −14.818174 |
| local | 3 | 8.861690 | 20.673264 |
| \(l=0\) | 2 | 9.447023 | 14.832760 |
| \(l=0\) | 2 | 2.553812 | 26.349664 |
| \(l=1\) | 2 | 3.660001 | 7.621400 |
| \(l=1\) | 2 | 1.903653 | 10.331583 |

(a) Find the radial function \(V_l(r)\) that acts on an electron of angular momentum \(l\), for every \(l\), and evaluate \(V_s,V_p,V_d\) at \(r=1\) bohr.

(b) Find the behaviour of \(V_l\) at the origin and at large \(r\).

(c) Set up the radial equation on a uniform grid and remove the leading step error.

(d) Compute the two lowest levels of Si\(^{3+}\) for \(l=0,\dots,3\) and compare them with a Gaussian-basis solution of \(\hat V\) in its projector form.

(e) Account for the 4f level by perturbation theory.

(f) Find what five faulty conversions do to the lowest s level: omitting \(-Z_{\rm eff}/r\), using \(Z\) in its place, omitting \(U_{\rm loc}\), reading the power as \(r^n\), and omitting \(\Delta V_0\).

(g) Repeat the comparison for neutral Si, spherically averaged 3s²3p², in the local density approximation.

## Solution

### (a) The channel functions

Orthonormality, \(\langle lm|l'm'\rangle=\delta_{ll'}\delta_{mm'}\), gives the action of a projector on \(\psi=R(r)Y_{l'm'}\):

\[ \hat\Pi_l\,R\,Y_{l'm'}=R\sum_m Y_{lm}\langle lm|l'm'\rangle=\delta_{ll'}\,R\,Y_{l'm'} . \]

The factor \(R(r)\) passes through because \(\hat\Pi_l\) integrates over angles at fixed \(r\). Applying \(\hat V\) to \(RY_{lm}\), the Coulomb and local terms multiply it whatever \(l\) is. The sum over projectors leaves the single term \(\Delta V_l\) if \(l<L\), and nothing if \(l\ge L\). Hence \(\hat V RY_{lm}=V_l(r)\,RY_{lm}\) with

\[ V_l(r)=-\frac{Z_{\rm eff}}{r}+U_{\rm loc}(r)+\Delta V_l(r)\quad(l<L),\qquad V_l(r)=-\frac{Z_{\rm eff}}{r}+U_{\rm loc}(r)\quad(l\ge L). \]

The reverse direction shows why the blocks are differences. Start from \(\hat V=\sum_l V_l\hat\Pi_l\) with \(V_l=V_L\) for \(l\ge L\). Completeness of the spherical harmonics, \(\sum_l\hat\Pi_l=1\), gives \(\sum_{l\ge L}\hat\Pi_l=1-\sum_{l<L}\hat\Pi_l\), so

\[ \hat V=\sum_{l<L}V_l\hat\Pi_l+V_L\Big(1-\sum_{l<L}\hat\Pi_l\Big)=V_L+\sum_{l<L}(V_l-V_L)\,\hat\Pi_l . \]

Thus \(\Delta V_l=V_l-V_L\), and the infinite sum over \(l\) has become a finite one. The silicon table has blocks for \(l=0\) and \(1\), so \(L=2\) and \(Z_{\rm eff}=14-10=4\). The d channel has no block of its own: \(V_d\) is the local channel, and it also serves f and higher \(l\).

On a function that mixes several \(l\), the projector is an angular integral with kernel \(K_l(\Omega,\Omega')=\sum_mY_{lm}(\Omega)Y^*_{lm}(\Omega')\). A rotation mixes the \(Y_{lm}\) of one \(l\) by a unitary matrix, which leaves this sum unchanged, so \(\Omega'\) may be placed on the \(z\) axis. There \(Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}\), and \(Y_{l0}(\Omega)=\sqrt{(2l+1)/4\pi}\,P_l(\cos\gamma)\), with \(\gamma\) the angle between the two directions and \(P_l\) the Legendre polynomial. Therefore

\[ (\hat\Pi_l\psi)(r,\Omega)=\frac{2l+1}{4\pi}\int P_l(\cos\gamma)\,\psi(r,\Omega')\,d\Omega' . \]

This is the form needed in quantum Monte Carlo, where the wave function is known through its values at points and the integral is done by quadrature on a sphere around the atom. The program tests it on a mixture of s, p, d and f harmonics and recovers each part with a largest error of \(1.9\times10^{-15}\). The value at \(\Omega\) depends on \(\psi\) at other angles but the same \(r\), which is the meaning of "semilocal".

At \(r=1\) bohr every power of \(r\) equals one, and each row gives \(ce^{-a}\):

\[ U_{\rm loc}=0.022777-0.290074+0.002930=-0.264367, \]
\[ \Delta V_0=0.001171+2.049598=2.050769,\qquad \Delta V_1=0.196118+1.539646=1.735764 . \]

Adding \(-Z_{\rm eff}/r=-4\),

\[ V_s=-4-0.264367+2.050769=-2.21360\ \text{Ha}, \]
\[ V_p=-4-0.264367+1.735764=-2.52860\ \text{Ha},\qquad V_d=-4-0.264367=-4.26437\ \text{Ha}. \]

All four coefficients in the difference blocks are positive, so \(V_s>V_d\) and \(V_p>V_d\) at every radius. This is the role of the blocks. In the full atom a 3s or 3p orbital must be orthogonal to the core orbitals 1s, 2s or 2p of the same \(l\). With those orbitals removed, a repulsive potential keeps the valence electron out of the core region in their place. The neon core has no d orbital, and the d channel has no such barrier.

The rule depends on the stated conventions. A table whose blocks are full channels, or which already contains the Coulomb term, or which adds spin–orbit blocks, defines a different operator and needs its own conversion.

### (b) Origin and tail

Insert \(e^{-ar^2}=1-ar^2+O(r^4)\) in each kind of row:

\[ n=1:\ \frac{c}{r}-ca\,r+O(r^3),\qquad n=2:\ c+O(r^2),\qquad n=3:\ c\,r+O(r^3). \]

Collecting powers over the rows that enter channel \(l\), for a table with \(n=1,2,3\),

\[ V_l(r)=\frac{1}{r}\Big[-Z_{\rm eff}+\sum_{n=1}c\Big]+\sum_{n=2}c+r\Big[\sum_{n=3}c-\sum_{n=1}ca\Big]+O(r^2). \]

The program tests these three coefficients against a symbolic series. For silicon the \(n=1\) and \(n=3\) rows sit in the local block and are common to all channels. The \(1/r\) coefficient is \(-4+4.000000=0\), and the slope is \(20.673264-4\times5.168316=0\). Each \(V_l\) is therefore finite and flat at the nucleus, with

\[ V_s(0)=-14.818174+14.832760+26.349664=26.36425\ \text{Ha}, \]
\[ V_p(0)=-14.818174+7.621400+10.331583=3.13481\ \text{Ha},\qquad V_d(0)=-14.81817\ \text{Ha}. \]

The \(n=1\) row cancels the pole of \(-4/r\), and the \(n=3\) row cancels the linear term that the \(n=1\) row brings. This gives a quick check on a conversion of this table: the pole cancels for the charge 4 and for no other value. The cancellation is a property of these parameters and not of the semilocal form.

At large \(r\) the Gaussians vanish faster than any power, so \(rV_l\to-Z_{\rm eff}\): the electron sees the nucleus screened by the whole core. The last row to die is the one with the smallest exponent. Setting \(|c|e^{-ar^2}=10^{-4}\) Ha gives \(r=\sqrt{\ln(10^4|c|)/a}\). For s this is \(\sqrt{\ln(263497)/2.553812}=2.21\) bohr, and the rows with \(a=1.903653\) and \(a=3.933474\) give 2.46 bohr for p and 1.74 bohr for d. These match the radii that the program finds by scanning the full functions.

### (c) The radial equation on a grid

With \(\nabla^2\psi=r^{-1}\partial_r^2(r\psi)-\hat L^2\psi/r^2\), \(\hat L^2Y_{lm}=l(l+1)Y_{lm}\) and \(\psi=r^{-1}u(r)Y_{lm}\), the equation \((-\tfrac12\nabla^2+\hat V)\psi=\varepsilon\psi\) becomes, after part (a) is used and the factor \(Y_{lm}/r\) is cancelled,

\[ -\tfrac12u''+W_l(r)\,u=\varepsilon u,\qquad W_l=\frac{l(l+1)}{2r^2}+V_l(r),\qquad \int_0^\infty u^2dr=1 . \]

A finite \(\psi(0)\) requires \(u(0)=0\). At large \(r\) a bound state falls as \(e^{-\sqrt{2|\varepsilon|}\,r}\) times a power, so it may be set to zero at a large radius \(R\). For the weakest Si\(^{3+}\) level in part (d), \(\sqrt{2\times0.32}\times40=32\) in the exponent at \(R=40\) bohr. For the neutral 3p level in part (g), it is \(\sqrt{2\times0.151}\times30=16.5\) at \(R=30\) bohr.

Take \(r_i=ih\), \(i=1,\dots,N-1\), with \(Nh=R\). Adding the Taylor series of \(u(r+h)\) and \(u(r-h)\) cancels the odd terms:

\[ \frac{u(r+h)-2u(r)+u(r-h)}{h^2}=u''+\frac{h^2}{12}u''''+\dots \]

Replacing \(u''\) by the left side gives

\[ -\frac{1}{2h^2}u_{i-1}+\Big[\frac1{h^2}+W_l(r_i)\Big]u_i-\frac{1}{2h^2}u_{i+1}=\varepsilon u_i,\qquad u_0=u_N=0, \]

a symmetric tridiagonal eigenproblem in which \(r=0\) is never evaluated. The grid operator differs from the true one by \(-\tfrac{h^2}{24}\,d^4/dr^4\) at leading order. The first-order shift of the level is its expectation value, and two integrations by parts give

\[ -\frac{h^2}{24}\int uu''''dr=-\frac{h^2}{24}\Big\{\big[uu'''-u'u''\big]_0^R+\int(u'')^2dr\Big\}. \]

At \(R\) the function is negligible. At the origin \(u=0\). For \(l\ge1\) the solution starts as \(r^{l+1}\), so \(u'(0)=0\), and for \(l=0\) the equation gives \(u''=2(V_s-\varepsilon)u=0\) because \(V_s(0)\) is finite. The bracket vanishes, and \(\varepsilon(h)=\varepsilon+Ah^2+\dots\) with \(A=-\tfrac1{24}\int(u'')^2dr<0\). At leading order the grid levels of these channels lie below the true ones. For an s state in a potential with a pole \(-\zeta/r\), as in the bare-Coulomb test below and in several cases of part (f), the equation gives \(u''(0)=-2\zeta u'(0)\) and the bracket equals \(-2\zeta u'(0)^2\). The error is then still of order \(h^2\), but \(A\) need not be negative. Eliminating \(A\) between two steps,

\[ 4\,\varepsilon(h/2)-\varepsilon(h)=4\varepsilon+Ah^2-\varepsilon-Ah^2=3\varepsilon\quad\Rightarrow\quad \varepsilon\simeq\tfrac13\big[4\,\varepsilon(h/2)-\varepsilon(h)\big], \]

up to terms of higher order in \(h\). The \(h^2\) law predicts \([\varepsilon(2h)-\varepsilon(h)]/[\varepsilon(h)-\varepsilon(h/2)]=3Ah^2/(\tfrac34Ah^2)=4\), and the 3s level gives 4.0004 for steps 0.02, 0.01 and 0.005 bohr. A second test runs the solver on the bare potential \(-4/r\): eight extrapolated levels match \(-Z_{\rm eff}^2/2n^2\), with \(n\) here the principal quantum number, to \(6.4\times10^{-7}\) Ha or better.

### (d) Levels of Si³⁺

The ion has \(4-3=1\) valence electron, so the radial equation is the whole problem for this potential. For 3s the steps 0.01 and 0.005 bohr give \(-1.639799\) and \(-1.639791\) Ha, rising as \(h\) falls, in accord with \(A<0\). Then

\[ \varepsilon_{3s}=\tfrac13\big[4(-1.639791)+1.639799\big]=-1.639788\ \text{Ha}. \]

The second road expands \(\psi\) in Gaussians \(\chi=R_a(r)Y_{lm}\) with \(R_a\propto r^le^{-ar^2}\). By part (a) and orthonormality,

\[ \langle R_aY_{lm}|\hat V|R_bY_{l'm'}\rangle=\delta_{ll'}\delta_{mm'}\int_0^\infty R_aV_lR_b\,r^2dr . \]

PySCF computes the left side from the Coulomb integral with charge 4, the local block and the projectors, without forming \(V_l\). The program tests both claims of the formula. Elements between different \((l,m)\) are at most \(1.8\times10^{-13}\) Ha, and sampled elements for \(l=0\) to \(3\) differ from the radial integral by at most \(2.8\times10^{-13}\) Ha. The levels follow from \(Hc=\varepsilon Sc\), with \(H\) the kinetic plus potential matrix and \(S\) the overlap matrix, using 24 exponents \(0.004\times1.6^k\) bohr\(^{-2}\) for each \(l\).

A finite basis errs upward. For the lowest level of a given \(l\), any trial function is a superposition of exact eigenstates, bound and continuum, and its mean energy is a weighted mean of their energies, hence at least \(\varepsilon_1\). For the second level, take the two lowest basis eigenvectors, with energies \(\varepsilon_1^G\le\varepsilon_2^G\). Some combination of them is orthogonal to the exact lowest state, since this is one linear condition on two coefficients. Its energy is at least \(\varepsilon_2\) because it lacks the lowest state, and at most \(\varepsilon_2^G\) because it is a weighted mean of \(\varepsilon_1^G\) and \(\varepsilon_2^G\). So \(\varepsilon_2^G\ge\varepsilon_2\).

| level | grid (Ha) | Gaussian − grid (Ha) | grid (eV) |
|---|---|---|---|
| 3s | −1.639788 | \(2.7\times10^{-8}\) | −44.621 |
| 4s | −0.771473 | \(1.8\times10^{-8}\) | −20.993 |
| 3p | −1.314637 | \(5.0\times10^{-10}\) | −35.773 |
| 4p | −0.659610 | \(9.3\times10^{-10}\) | −17.949 |
| 3d | −0.916148 | \(2.7\times10^{-10}\) | −24.930 |
| 4d | −0.514810 | \(4.5\times10^{-10}\) | −14.009 |
| 4f | −0.500290 | \(1.0\times10^{-10}\) | −13.614 |
| 5f | −0.320239 | \(3.0\times10^{-9}\) | −8.714 |

The conversion uses 1 Ha = 27.2114 eV. The test demands a difference between \(-10^{-6}\) and \(2\times10^{-5}\) Ha, and all eight differences are positive and far smaller. The extrapolated grid levels carry a residual error of their own, up to about \(10^{-10}\) Ha, so the smallest entries of the difference column are good to about one digit. The program also tests that the first state of each channel has no node and the second has one. The names come from counting past the removed shells: 1s and 2s are gone, so the nodeless s state plays the part of 3s, and with 2p gone the nodeless p state is 3p. The 3s–3p gap is \(-1.314637+1.639788=0.325151\) Ha \(=8.848\) eV.

The agreement shows that \(V_l\) on the grid and \(\hat V\) in projector form are the same operator on these states. The six digits belong to that comparison, not to the real ion, where the core is not rigid. As a rough guide, the measured energy to remove the 3s electron from Si\(^{3+}\) is about 45 eV.

The channel functions \(V_l\) are now known, and their Si\(^{3+}\) levels on the grid agree with the Gaussian-basis solution of the projector form. It remains to account for the 4f level by perturbation theory, to find the effect of five faulty conversions, and to repeat the comparison for neutral silicon.
